\section*{How much errors flatter the best of 100 equal candidates}

\section{The problem}

A screening study ranks $n=100$ candidate gate insulators on silicon by their computed conduction-band offset, the barrier that keeps electrons in the silicon. In this exercise a larger offset counts as better; a real choice must also weigh the permittivity, which tends to fall as the offset rises. Suppose that the candidates are in truth equally good: each has the offset $T=1.50$~eV. The calculation returns
\begin{equation}
y_i=T+e_i ,\qquad i=1,\dots,n,
\end{equation}
where the errors $e_i$ are independent and Gaussian, with mean zero and standard deviation $\sigma=0.10$~eV. The candidate with the largest $y_i$ is declared the best. Its error, $e_{\rm w}=y_{\rm w}-T$, is called the flattery.

\begin{enumerate}
\item Estimate the mean flattery by a scaling argument.
\item Calculate it without that approximation, in a way that can be checked by hand, and find how much it varies from study to study.
\item Compare the two results, and explain their difference.
\item Find how the answer changes if the errors are correlated, if the candidates are not equally good, or if large errors are more frequent than a Gaussian allows. How much flattery is left when the winner is recomputed by a second method?
\end{enumerate}

``Mean'' refers to an average over many imagined studies of the same kind. If small values were wanted, the winner would have the most negative error; since the Gaussian is symmetric, the flattery would have the same size and the opposite sign.

\section{A first estimate by scaling}

Adding the same $T$ to every error does not change their order, so the winner is the candidate with the largest error. The one energy left in the problem is $\sigma$. The mean flattery is therefore $\sigma m_n$, where the pure number $m_n$ is the mean of the largest of $n$ independent standard normal numbers $z_i=e_i/\sigma$.

Let
\begin{equation}
\phi(z)=\frac{e^{-z^2/2}}{\sqrt{2\pi}},\qquad
\Phi(z)=\int_{-\infty}^{z}\phi(x)\,dx,\qquad Q(z)=1-\Phi(z).
\end{equation}
On average $nQ(z)$ candidates lie above $z$. The largest should be found near the point where this number has fallen to about one. For a rough estimate, keep the exponential in $Q$ and drop its prefactor:
\begin{equation}
n\,e^{-z^2/2}\approx 1
\quad\Rightarrow\quad \frac{z^2}{2}\approx\ln n
\quad\Rightarrow\quad \sigma m_n\approx\sigma\sqrt{2\ln n}.
\label{eq:scaling}
\end{equation}
For $n=100$ and $\sigma=0.10$~eV this gives 0.303~eV. The flattery is proportional to the error of the method but grows slowly with the number of candidates.

\section{The exact solution}

\subsection{The mean as an integral}

Let $M$ be the largest of the $z_i$. It is at most $z$ if every $z_i$ is at most $z$, and the $z_i$ are independent, so
\begin{equation}
P(M\le z)=\Phi(z)^n .
\label{eq:cdf}
\end{equation}
Any number $M$ can be written as
\begin{equation}
M=\int_0^\infty \mathbf 1[M>z]\,dz-\int_{-\infty}^0\mathbf 1[M\le z]\,dz ,
\end{equation}
where $\mathbf 1[\cdot]$ is one if the condition holds and zero otherwise. For positive $M$ the first integral is $M$ and the second vanishes; for negative $M$ the first vanishes and the second is $|M|$. The mean of an indicator is the probability of its condition. Averaging therefore gives
\begin{equation}
m_n=\int_0^\infty g(z)\,dz-\int_{-\infty}^0\Phi(z)^n\,dz,
\qquad g(z)=1-\Phi(z)^n .
\label{eq:mean}
\end{equation}

The second integral is negligible here. For $z\le0$ we have $\Phi\le\frac12$, hence $\Phi^n\le2^{1-n}\Phi$. Integrating by parts, with $\phi'=-z\phi$,
\begin{equation}
\int_{-\infty}^0\Phi\,dz=\bigl[z\Phi\bigr]_{-\infty}^0-\int_{-\infty}^0z\phi\,dz
=0+\phi(0).
\end{equation}
The second integral is thus at most $2^{1-n}\phi(0)$, which is $6.3\times10^{-31}$ for $n=100$.

\subsection{The integral by hand}

A table of the normal distribution gives, for $n=100$ (with $g$ calculated before $\Phi$ is rounded; from the digits shown, the last digit of $g$ can differ by one),
\begin{center}
\begin{tabular}{ccc}
$z$ & $\Phi(z)$ & $g(z)$\\
0.5 & 0.6914625 & 1.00000\\
1.0 & 0.8413447 & 1.00000\\
1.5 & 0.9331928 & 0.99901\\
2.0 & 0.9772499 & 0.89987\\
2.5 & 0.9937903 & 0.46361\\
3.0 & 0.9986501 & 0.12635\\
3.5 & 0.9997674 & 0.02300\\
4.0 & 0.9999683 & 0.00316\\
4.5 & 0.9999966 & 0.00034\\
5.0 & 0.9999997 & 0.00003
\end{tabular}
\end{center}
and $g(0)=1-2^{-100}$, which is one to this accuracy. The last column adds up to 4.5154. In the trapezoidal rule with step 0.5 the point $z=0$ has half weight, so that
\begin{equation}
m_{100}\approx0.5\,(0.5+4.5154)=2.5077 .
\end{equation}
Halving the step gives 2.5076, as does direct numerical integration.

A bracket needs no trust in the trapezoidal rule. Since $g$ decreases, its integral over each interval lies between the step length times the right-hand value and the step length times the left-hand value. What remains beyond $z=a$ can also be bounded. The chance that at least one $z_i$ exceeds $z$ is at most the sum of the separate chances, so $g\le nQ$, and by parts
\begin{equation}
\int_a^\infty Q\,dz=\bigl[zQ\bigr]_a^\infty+\int_a^\infty z\phi\,dz
=-aQ(a)+\phi(a).
\label{eq:tail}
\end{equation}
A lower bound on $Q(a)$ follows from
\begin{equation}
\frac{d}{dz}\left[\phi\left(\frac1z-\frac1{z^3}\right)\right]
=\phi\left(-1+\frac1{z^2}-\frac1{z^2}+\frac3{z^4}\right)
=-\phi\left(1-\frac3{z^4}\right).
\end{equation}
Integrating from $a$ to infinity and changing the sign,
\begin{equation}
\phi(a)\left(\frac1a-\frac1{a^3}\right)
=\int_a^\infty\phi\left(1-\frac3{z^4}\right)dz\le Q(a).
\label{eq:mills}
\end{equation}
Inserted in \eqref{eq:tail}, this shows that the remainder is at most $n\phi(a)/a^2$. For $a=5$ the bound is $5.9\times10^{-6}$. With step 0.1, left and right sums, including the bounds on the neglected parts, give
\begin{equation}
2.4575<m_{100}<2.5576,\qquad
0.2457~\text{eV}<\sigma m_{100}<0.2558~\text{eV}.
\end{equation}
The mean flattery is therefore about 0.25~eV; the more accurate value is $0.10\times2.5076=0.2508$~eV. The winner appears to have an offset of 1.75~eV on average, although its true offset is 1.50~eV, like that of every other candidate.

A simulation of 100\,000 such studies, in which errors are drawn, the winner is picked and its error is read off, gives a mean of 0.2507~eV with a standard error of 0.00014~eV.

\subsection{The spread between studies}

Differentiating \eqref{eq:cdf} gives the probability density of $M$, $n\phi\Phi^{n-1}$. The standard deviation of the flattery is therefore
\begin{equation}
\sigma\left[\int_{-\infty}^{\infty}z^2\,n\phi\,\Phi^{n-1}\,dz-m_n^2\right]^{1/2}=0.043~\text{eV}.
\end{equation}
The value that a fraction $p$ of the studies do not exceed follows from $\Phi(z)^n=p$; it is $\sigma\Phi^{-1}(p^{1/n})$. For $p=0.05$, 0.50 and 0.95 it equals 0.189, 0.246 and 0.328~eV. Nine studies in ten thus have a flattery between 0.19 and 0.33~eV. Each single error has mean zero, yet the error of the winner is far from zero in nearly every study, because the winner was chosen by its error.

\section{Comparison of the two}

With $\sigma$ held at 0.10~eV, the results are as follows; the last column is calculated from the values before rounding.
\begin{center}
\begin{tabular}{cccc}
$n$ & scaling (eV) & exact (eV) & excess over exact\\
10 & 0.215 & 0.154 & 39\%\\
100 & 0.303 & 0.251 & 21\%\\
1000 & 0.372 & 0.324 & 15\%
\end{tabular}
\end{center}

The dropped prefactor makes the estimate too high. The table of $\Phi$ shows that on average $100\,(1-0.9986501)=0.135$ candidates have an error above $3.0\,\sigma=0.30$~eV, not one. The expected number is 2.3 above $2.0\,\sigma$ and 0.62 above $2.5\,\sigma$, so it passes through one between 0.20 and 0.25~eV, at 0.233~eV. The exact mean, 0.251~eV, is somewhat higher than this point. There $Q=0.01$, and the chance that no candidate lies above it is only $0.99^{100}=0.37$; in the other studies the largest error is beyond it, sometimes far beyond. The scaling estimate thus contains two errors of opposite sign, and the dropped prefactor is the larger one.

For Gaussian errors the scaling estimate is in fact an upper bound. Let $\langle\cdot\rangle$ denote the mean and let $t>0$. The exponential is convex, so $e^{t\langle M\rangle}\le\langle e^{tM}\rangle$ (Jensen's inequality). Moreover $e^{tM}$ is one of the positive terms $e^{tz_i}$ and cannot exceed their sum. Completing the square, $tz-z^2/2=t^2/2-(z-t)^2/2$, gives $\langle e^{tz_i}\rangle=e^{t^2/2}$. Hence
\begin{equation}
e^{tm_n}\le n\,e^{t^2/2}
\quad\Rightarrow\quad m_n\le\frac{\ln n}{t}+\frac t2 .
\end{equation}
The right-hand side is smallest where $-\ln n/t^2+\frac12=0$, that is, at $t=\sqrt{2\ln n}$. Both terms then equal $\frac12\sqrt{2\ln n}$, and
\begin{equation}
m_n\le\sqrt{2\ln n}.
\label{eq:upper}
\end{equation}

The relative excess vanishes as $n\to\infty$. To see this, take $z_c=c\sqrt{2\ln n}$ with a fixed $0<c<1$. Then $\phi(z_c)=n^{-c^2}/\sqrt{2\pi}$, and \eqref{eq:mills} gives
\begin{equation}
nQ(z_c)\ge\frac{n^{1-c^2}}{\sqrt{2\pi}}\left(\frac1{z_c}-\frac1{z_c^3}\right)\to\infty ,
\end{equation}
since a power of $n$ outgrows a power of $\ln n$. From $\Phi=1-Q\le e^{-Q}$ it follows that $g(z_c)\ge1-e^{-nQ(z_c)}\to1$. Because $g$ decreases, the first integral in \eqref{eq:mean} is at least $z_cg(z_c)$, while the second tends to zero. So $m_n/\sqrt{2\ln n}$ is eventually above any number smaller than $c$. As $c$ may be as close to one as we like, and \eqref{eq:upper} forbids values above one, the ratio tends to one. The approach is slow: the excess is still 15\% at $n=1000$.

\section{When the assumptions fail}

In each case below, $n=100$ and the error of a single candidate keeps the standard deviation $\sigma=0.10$~eV.

\paragraph{Correlated errors.} Calculations with one functional share part of their error. Let each pair of errors have the correlation $\rho$, with $0\le\rho\le1$, and write
\begin{equation}
e_i=\sigma\left(\sqrt{\rho}\,c+\sqrt{1-\rho}\,d_i\right),
\end{equation}
where $c$ and all $d_i$ are independent standard normal numbers. The variance is $\sigma^2(\rho+1-\rho)=\sigma^2$ and the covariance of two errors is $\rho\sigma^2$, as required. The common $c$ shifts all candidates alike and cannot affect the choice, so its mean for the winner is zero. The winner has the largest $d_i$, and the mean flattery is $\sigma\sqrt{1-\rho}\,m_n$. For $\rho=0.5$ it is 0.177~eV. This average treats $c$ as drawn afresh in each study. In any one study the common shift is still present, and ranking does not reveal it. If $c$ is a fixed bias of the functional, it does not average out, and the mean flattery is $\sigma\left(\sqrt{\rho}\,c+\sqrt{1-\rho}\,m_n\right)$.

\paragraph{Unequal candidates.} Let the true values be $T+a_i$, with independent Gaussian $a_i$ of mean zero and standard deviation $\tau$, independent of the errors. The ranking now depends on $u_i=a_i+e_i$, whose variance is $s^2=\sigma^2+\tau^2$. Split the error into
\begin{equation}
e_i=\frac{\sigma^2}{s^2}\,u_i+w_i .
\end{equation}
The covariance of $w_i$ with $u_i$ is $\sigma^2-(\sigma^2/s^2)s^2=0$. For jointly Gaussian numbers this means independence, so choosing by $u_i$ leaves the mean of $w_i$ at zero. The winner has the largest $u_i$, with mean $s\,m_n$. Therefore
\begin{equation}
\langle e_{\rm w}\rangle=\frac{\sigma^2}{s}\,m_n,\qquad
\langle a_{\rm w}\rangle=s\,m_n-\frac{\sigma^2}{s}\,m_n=\frac{\tau^2}{s}\,m_n .
\end{equation}
For $\tau=0.20$~eV, $s=0.2236$~eV. The mean flattery is then 0.112~eV and the mean true gain is 0.449~eV. The fraction $\sigma^2/s^2=0.01/0.05=0.2$ of the winner's apparent lead over $T$ is error, on average. For $\tau=0$ the fraction is one, and the whole lead is error.

\paragraph{Heavy tails.} Equation \eqref{eq:mean} holds for any distribution function with a finite mean, put in place of $\Phi$. Student errors with five degrees of freedom, rescaled to the same $\sigma$, give 0.315~eV, which is 26\% more than the Gaussian result. This exceeds even the 0.303~eV of \eqref{eq:upper}, whose proof used the Gaussian mean of $e^{tz}$. A standard deviation alone does not fix the flattery; the frequency of rare large errors matters too. Heavier tails at fixed $\sigma$ do not always raise it: with only five candidates, the same Student errors give about 3\% less than Gaussian ones.

\paragraph{A second method.} Recompute the winner by a method with the same $\sigma$, whose error $e_i'$ has mean zero and correlation $r$ with $e_i$ for the same material. The candidates are again equally good, errors of different materials are again independent, and all errors are jointly Gaussian. The difference $e_i'-re_i$ has covariance $r\sigma^2-r\sigma^2=0$ with $e_i$, so the choice leaves its mean at zero. Hence
\begin{equation}
\langle e'_{\rm w}\rangle=r\,\langle e_{\rm w}\rangle=r\sigma m_n .
\end{equation}
For $r=0.5$, 0.125~eV of flattery remains. It vanishes for $r=0$: an independent second value is unbiased for the winner, provided that it is used by itself and not averaged with the first.

\section{The numbers beside a real screening}

The value 1.50~eV is a round number in the rough range of hafnium dioxide on silicon. An error of 0.10~eV is optimistic for a computed band offset, for which a few tenths of an electronvolt is a more typical rough size. For equal candidates the flattery is proportional to $\sigma$, so $\sigma=0.30$~eV would give 0.75~eV. Real gate insulators also break the assumption of equal merit, since their offsets differ widely. In the example a true spread of 0.20~eV lowers the flattery from 0.251 to 0.112~eV. Equal merit may be closer to the truth within a shortlist of similar materials. If merit is exactly equal, if the shortlist was not itself drawn up from the same computed offsets, and if the 100 errors are independent and Gaussian with $\sigma=0.10$~eV, a lead of 0.25~eV over the average of the field is what the winner shows on average. A lead of this size therefore does not by itself prove that the winner is better. Nor does it prove the opposite: if the true values had a Gaussian spread of only $\tau=0.05$~eV, a fraction $\tau^2/s^2=0.2$ of the lead would be real on average. Similar materials may, however, share part of their error. A part common to all candidates cancels in the lead, so that a correlation of $\rho=0.5$ between every pair would lower the mean lead of equal candidates to 0.18~eV. An error shared only within families does not cancel: ten families of ten, with $\rho=0.5$ inside each family and none between families, give about 0.24~eV. The 0.25~eV should therefore not be used as a fixed threshold.

\section*{Computed values}
\begin{verbatim}
number of candidates: 100
error standard deviation sigma: 0.10 eV
true band offset of every candidate: 1.50 eV
table: z, Phi(z), 1 - Phi(z)^100 (no units)
  0.5  0.6914625  1.00000
  1.0  0.8413447  1.00000
  1.5  0.9331928  0.99901
  2.0  0.9772499  0.89987
  2.5  0.9937903  0.46361
  3.0  0.9986501  0.12635
  3.5  0.9997674  0.02300
  4.0  0.9999683  0.00316
  4.5  0.9999966  0.00034
  5.0  0.9999997  0.00003
trapezoidal sum, step 0.5: 2.5077 (no unit)
trapezoidal sum, step 0.25: 2.5076 (no unit)
m_100 by quadrature: 2.5076 (no unit)
bound on part from negative z: 6.3e-31 (no unit)
bound on tail beyond z = 5: 5.9e-06 (no unit)
lower bracket of m_100, step 0.1: 2.4576 (no unit)
upper bracket of m_100, step 0.1: 2.5576 (no unit)
lower bracket of mean flattery: 0.2458 eV
upper bracket of mean flattery: 0.2558 eV
mean flattery: 0.2508 eV
mean apparent offset of winner: 1.751 eV
number of simulated studies: 100000
simulated mean flattery: 0.2507 eV
its standard error: 0.00014 eV
standard deviation of flattery: 0.0429 eV
flattery, 5 percent quantile: 0.189 eV
flattery, 50 percent quantile: 0.246 eV
flattery, 95 percent quantile: 0.328 eV
n = 10: mean flattery 0.154 eV, upper bound 0.215 eV
n = 100: mean flattery 0.251 eV, upper bound 0.303 eV
n = 1000: mean flattery 0.324 eV, upper bound 0.372 eV
correlation between candidates rho: 0.5 (no unit)
mean flattery with this correlation: 0.177 eV
spread of true values tau: 0.20 eV
spread of apparent values s: 0.2236 eV
mean flattery with this spread: 0.112 eV
mean true gain with this spread: 0.449 eV
Student errors, degrees of freedom: 5
mean flattery with Student errors: 0.315 eV
correlation between two methods r: 0.5 (no unit)
mean error left in second method: 0.125 eV
\end{verbatim}
